# Trefoil and the Triangular Distortion of Seven-Beam Hexagonal Hole Images

A hexagonal array of holes, 60 nm from centre to centre, is imaged at a wavelength of 13.5 nm and a numerical aperture of 0.33. If the lens has coma with an rms coefficient of 0.3 nm, the image moves sideways by 0.361 nm and is otherwise unchanged: after the best translation, the misfit to the perfect image is below $10^{-8}$ % of the peak intensity. If the same 0.3 nm is trefoil, the best translation is none at all, and an rms misfit of 1.9 % of the peak remains. Each hole, meant to have a radius of 15 nm, then reaches 15.49 nm in three directions and 14.39 nm in the three opposite ones. Both aberrations are odd across the pupil, yet here one is a pure shift and the other a change of shape.

The difference lies in which few points of the pupil this image uses. The rows of a hexagonal array of spacing $p$ are $\sqrt3p/2$ apart, so its shortest diffraction wavevectors have length
$$k=\frac{2\pi}{\sqrt3\,p/2}=\frac{4\pi}{\sqrt3\,p}=0.1209\ \text{nm}^{-1}.$$
Illumination is by a single plane wave along the axis. In units of the pupil radius, the first orders lie at
$$\rho=\frac{k\lambda}{2\pi\,\mathrm{NA}}=\frac{2\lambda}{\sqrt3\,p\,\mathrm{NA}}=0.787,$$
and the next orders, $\sqrt3$ times farther out, at 1.364. The lens therefore passes seven beams: the zero order and six first orders. Let $\mathbf k_1,\mathbf k_2,\mathbf k_3$ point at 0°, 120° and 240°; the other three are their negatives. Three equal vectors at 120° to one another close a triangle,
$$\mathbf k_1+\mathbf k_2+\mathbf k_3=0 .$$

The mask is taken as thin and opaque, with open holes of radius $R=16$ nm (at wafer scale) in a cell of area $A=\sqrt3p^2/2$, and the light as scalar. The beam amplitudes are the Fourier coefficients of the mask,
$$a_0=\frac{\pi R^2}{A}=0.258,\qquad a_1=\frac1A\int_0^R2\pi r J_0(kr)\,dr=\frac{2\pi R\,J_1(kR)}{kA}=0.155 .$$

Beams are written as $e^{i\mathbf k\cdot\mathbf r}$, and an extra optical path $W$ multiplies a beam by $e^{2\pi iW/\lambda}$. Trefoil is $W=\sqrt8\,Z\rho^3\cos3\theta$. The mean of $\rho^6\cos^23\theta$ over the pupil is $\tfrac14\cdot\tfrac12=\tfrac18$, so the factor $\sqrt8$ makes $Z$ the rms path error. At 0°, 120° and 240° the cosine is $+1$; at the opposite angles it is $-1$. Three first orders thus gain $+\phi$ and their opposites $-\phi$, with
$$\phi=\frac{2\pi\sqrt8\,Z\rho^3}{\lambda}=\frac{2\pi\times2.828\times0.3\times0.488}{13.5}=0.193\ \text{rad}.$$
The zero order, at $\rho=0$, gains nothing. If the trefoil pattern is turned by $\theta_0$, the phase becomes $\phi\cos3\theta_0$. At 30° it vanishes at all six orders, and this coherent image does not register the aberration.

A defocus $z$ gives all six first orders the same phase relative to the zero order,
$$\delta=\frac{2\pi z}{\lambda}\left(\sqrt{1-\mathrm{NA}^2\rho^2}-1\right).$$
Adding each first order to its opposite gives $e^{i(\mathbf k_j\cdot\mathbf r+\phi)}+e^{-i(\mathbf k_j\cdot\mathbf r+\phi)}=2\cos(\mathbf k_j\cdot\mathbf r+\phi)$, and the field is
$$E=a_0+2a_1e^{i\delta}S(\mathbf r),\qquad S=\sum_{j=1}^3\cos(\mathbf k_j\cdot\mathbf r+\phi).$$

Consider now any odd aberration, with phases $\phi_1,\phi_2,\phi_3$ on the three orders and opposite phases on their partners. Moving the image by $\mathbf d$ replaces $\mathbf r$ by $\mathbf r-\mathbf d$ and changes $\phi_j$ by $-\mathbf k_j\cdot\mathbf d$. These changes add up to $-(\mathbf k_1+\mathbf k_2+\mathbf k_3)\cdot\mathbf d=0$. The sum $\phi_1+\phi_2+\phi_3$ is therefore untouched by translation. Let $\bar\phi$ be one third of it. The equations
$$\phi_j-\bar\phi=-\mathbf k_j\cdot\mathbf d$$
can be solved for $j=1,2$, because $\mathbf k_1$ and $\mathbf k_2$ are independent; the third then holds because both sides sum to zero over $j$. Three odd phases thus amount to a translation, which has two components, and one common phase $\bar\phi$.

Coma, $W=\sqrt8\,C(3\rho^3-2\rho)\cos\theta$, gives phases $c\cos\theta_j=(c/k)\,\mathbf k_j\cdot\hat{\mathbf x}$. Their sum is zero, so coma is a pure shift $\mathbf d=-(c/k)\hat{\mathbf x}$. For $C=0.3$ nm, $c=0.3949\times(1.4640-1.5746)=-0.0437$ rad, and the shift is $0.0437/0.1209=0.361$ nm, the value found at the start. It depends on the pitch through $\rho$ and $k$, so patterns of different pitch move by different amounts. Trefoil has $\phi_1=\phi_2=\phi_3=\phi$: it is all common phase and no shift.

A square array that passes only its four first orders makes a useful contrast. It has two odd phases and two independent wavevectors, so some $\mathbf d$ removes both phases, whatever they are. The hexagonal array is vulnerable because it has three pairs of beams in a plane with two directions of translation.

Phases matter only up to multiples of $2\pi$, and a resist responds to intensity, not to field. Both points limit the claim that no translation removes trefoil. The intensity coefficient at a wavevector $\mathbf G$ collects all products of one beam with the conjugate of another whose wavevectors differ by $\mathbf G$. For $2\mathbf k_1$ there is one such pair, $\mathbf k_1$ with $-\mathbf k_1$:
$$I_{2\mathbf k_1}=a_1e^{i(\delta+\phi)}\,a_1e^{-i(\delta-\phi)}=a_1^2e^{2i\phi}.$$
For $\mathbf k_1$ there are four. The pairs ($\mathbf k_1$, 0) and (0, $-\mathbf k_1$) give $a_0a_1e^{i(\phi+\delta)}$ and $a_0a_1e^{i(\phi-\delta)}$. Since $-\mathbf k_2-\mathbf k_3=\mathbf k_1$, the pairs ($-\mathbf k_2$, $\mathbf k_3$) and ($-\mathbf k_3$, $\mathbf k_2$) give $a_1^2e^{-2i\phi}$ each. Hence
$$I_{\mathbf k_1}=2a_0a_1\cos\delta\,e^{i\phi}+2a_1^2e^{-2i\phi},$$
and by symmetry the same values hold for $j=2,3$.

A translation multiplies $I_{\mathbf G}$ by $e^{-i\mathbf G\cdot\mathbf d}$, so the product of the coefficients at $\mathbf k_1,\mathbf k_2,\mathbf k_3$ does not change, nor does the product at $2\mathbf k_1,2\mathbf k_2,2\mathbf k_3$. If the trefoil image is a translated copy of the perfect one, both products must equal their values at $\phi=0$. The second product is $a_1^6e^{6i\phi}$, which requires $3\phi=n\pi$ with integer $n$. The first is
$$8a_1^3e^{3i\phi}\left(a_0\cos\delta+a_1e^{-3i\phi}\right)^3 .$$
For odd $n$ it becomes $8a_1^3(a_1-a_0\cos\delta)^3$, while the perfect image has $8a_1^3(a_1+a_0\cos\delta)^3$. These real cubes are equal only if $a_0\cos\delta=0$. With $a_0\cos\delta\neq0$, then, trefoil can be removed by a translation only if $3\phi$ is a multiple of $2\pi$. In that case it can indeed be removed: choose $\mathbf k_1\cdot\mathbf d=\mathbf k_2\cdot\mathbf d=-\phi$; then $\mathbf k_3\cdot\mathbf d=2\phi$, which differs from $-\phi$ by $3\phi$, a multiple of $2\pi$.

The first nonzero case, $\phi=2\pi/3$, needs 3.26 nm rms of trefoil, more than ten times the value used here. Halfway there, at $\phi=\pi/3$, $\cos(x+\pi/3)=-\cos(x-2\pi/3)$ turns $S$ into minus a translated copy of the perfect $S$. The image has a centre of inversion again, but the modulated part of the field now has the opposite sign relative to the zero order. The intensity is therefore a different pattern, and the best translation leaves a misfit of 21 % of the peak. For small nonzero $\phi$ no translation works.

What the common phase does to the pattern is easiest to see at the points of threefold symmetry, where all three $\mathbf k_j\cdot\mathbf r$ equal $2\pi m/3$ up to multiples of $2\pi$. There
$$S=3\cos\left(\phi+\frac{2\pi m}{3}\right),\qquad m=0,\pm1 .$$
The largest of these values is the maximum of $S$. To see this, maximise $\cos\alpha_1+\cos\alpha_2+\cos\alpha_3$ with the sum of the $\alpha_j$ fixed at $3\phi$. At an extremum all $\sin\alpha_j$ are equal. Either the angles are equal up to $2\pi$, which gives the values above, or one angle is $\pi$ minus the other two, which gives $2\cos\alpha-\cos\alpha=\cos\alpha\le1$. The largest threefold value is at least $3/2$, so it wins. The hole centre, $m=0$, is the maximum of $S$ as long as $|\phi|<\pi/3$. The same argument applied to $-S$ shows that the minimum also lies at a threefold point.

The other two values belong to the gaps between three neighbouring holes. Without trefoil both are $-1.5$. With $\phi=0.193$ they become $-0.97$ in the gaps at 0°, 120° and 240° from a hole, and $-1.97$ in the gaps opposite. The in-focus intensity $(a_0+2a_1S)^2$, equal to 0.042 in every gap of the perfect image, becomes 0.002 in the first set and 0.12 in the second. The field in the second set is negative, so these gaps brighten although $S$ has fallen there. In focus they stay below the level of 0.320 at which the hole edge prints; at 80 nm of defocus the second set would reach 0.35 and print as well.

The edge needs $S$ as a function of angle. Let $q=kr$ and let $\theta$ be the polar angle about a hole centre. The expansion $e^{iq\cos\psi}=\sum_m i^mJ_m(q)e^{im\psi}$ is summed over $\psi=\theta-\theta_j$. The three directions cancel unless $m$ is a multiple of 3, when they add to a factor 3. With $J_{-3}=-J_3$, the terms $m=\pm3$ combine to $-2iJ_3\cos3\theta$; with $J_{-6}=J_6$, the terms $m=\pm6$ give $-2J_6\cos6\theta$. Multiplying by $e^{i\phi}$ and taking the real part,
$$S=3\left[\cos\phi\,J_0(q)+2\sin\phi\,J_3(q)\cos3\theta-2\cos\phi\,J_6(q)\cos6\theta+\dots\right].$$
There is no $\cos\theta$ term, so the hole is not displaced. On the 15 nm circle, where $q=1.814$ and $S$ is near 1, the first two terms reproduce $S$ to within 0.0041, and the rest is dropped.

Let the resist edge follow a constant intensity $I_t$, reached where $S=S_t$. The threshold is fixed by requiring a radius of 15 nm without trefoil: $S_t=3J_0(1.814)=0.996$ and $I_t=(a_0+2a_1S_t)^2=0.320$. Define $q_0$ by $J_0(q_0)=S_t/(3\cos\phi)$ and write the edge as $q_0+\eta(\theta)$. Dividing $S=S_t$ by $3\cos\phi$ gives
$$J_0(q_0+\eta)+2\tan\phi\,J_3(q_0+\eta)\cos3\theta=J_0(q_0).$$
Since $J_0'=-J_1$, the first order is $-J_1\eta+2\tan\phi\,J_3\cos3\theta=0$. The edge radius therefore varies as $A_3\cos3\theta$, with
$$A_3=\frac{2\tan\phi}{k}\,\frac{J_3(q_0)}{J_1(q_0)} .$$
For $\phi>0$ the hole bulges along the three orders whose optical path was lengthened; reversing the sign of $Z$ turns the triangle by 60°. With the Bessel values at 15 nm, $J_3=0.1008$ and $J_1=0.5817$, the amplitude is $2\times0.195\times0.1733/0.1209=0.559$ nm. At the slightly smaller $q_0$ it is 0.551 nm, and the edge traced directly in the seven-beam image gives 0.553 nm.

For a small hole, $J_3\approx q^3/48$ and $J_1\approx q/2$, so $A_3\approx\phi kr^2/12$ at small $\phi$. Because $\phi$ grows as $k^3$, the distortion at fixed $Z$, wavelength, aperture and printed radius rises as $p^{-4}$ in this limit, as long as the same seven beams pass. In the example the limit gives 0.44 nm, about a fifth too low, since $q=1.8$ is not small; the actual rise towards smaller spacing is then steeper than $p^{-4}$.

The second order gives the mean size. With $\varepsilon=kA_3$ and $J_0''=-J_1'$, the second-order part $\eta_2$ obeys
$$J_1\eta_2=-\tfrac12J_1'\varepsilon^2\cos^23\theta+2\tan\phi\,J_3'\,\varepsilon\cos^23\theta .$$
Inserting $2\tan\phi=\varepsilon J_1/J_3$ and averaging $\cos^23\theta$ to $\tfrac12$,
$$\langle\eta_2\rangle=\frac{\varepsilon^2}{2}\left(\frac{J_3'}{J_3}-\frac{J_1'}{2J_1}\right).$$
Two effects compete. The factor $\cos\phi$ weakens the modulation and moves $q_0$ inward by 0.089 nm in radius; the term just found moves the mean edge outward by 0.026 nm. The net change is $-0.063$ nm, as the directly traced edge also shows. The loss of size is second order in trefoil, the loss of shape first order.

In this coherent, scalar, unblurred image, focus cannot repair the shape. With defocus the intensity is
$$I=\left|a_0+2a_1e^{i\delta}S\right|^2=\left(2a_1S+a_0\cos\delta\right)^2+a_0^2\sin^2\delta .$$
It depends on position through $S$ alone, so a contour of $S$ is a line of constant intensity at every focus; defocus only changes the intensity it carries. The dependence on $\cos\delta$ makes the image the same on both sides of focus. At a fixed threshold the hole edge moves to another member of the same family of contours,
$$S_t=\frac{-a_0\cos\delta+\sqrt{I_t-a_0^2\sin^2\delta}}{2a_1},$$
provided the root is real and this value of $S$ occurs around the hole. At 40 nm of defocus $|\delta|=0.639$ rad and $S_t$ rises to 1.092. The mean radius falls from 14.94 to 14.47 nm and $A_3$ from 0.553 to 0.511 nm. That decrease comes from the smaller hole: if the threshold is reset to the mean intensity on the 15 nm circle, $A_3$ is 0.560 nm both in focus and at 40 nm. In this model the orientation of the triangle does not change through focus; blur or a finite source breaks the dependence on $S$ alone and with it this independence of focus.

The wavelength and aperture are those of extreme-ultraviolet scanners; the other inputs are rough. A trefoil of 0.3 nm is deliberately large, since the whole wavefront error of a good lens of this kind is roughly a few tenths of a nanometre. To leading order $A_3$ scales with $Z$, so 0.05 nm would give about 0.09 nm. The neglected effects are compared at equal hole size, with the threshold reset as above, against 0.560 nm. Unpolarised vector light gives 0.535 nm. A source disc of 0.2 pupil radii, small enough to keep the same seven beams, gives 0.565 nm in focus and 0.529 nm at 40 nm of defocus. An assumed mask-topography error, which makes the first orders at 60° and 120° 10 % stronger and those at 240° and 300° 10 % weaker and gives all six the same 0.2 rad phase, gives 0.555 nm. The change is small because this imbalance sums to zero over $\mathbf k_1,\mathbf k_2,\mathbf k_3$. If instead the orders at 0°, 60° and 300° are the stronger ones and the other three the weaker, $A_3$ is 0.543 nm in focus and 0.574 and 0.507 nm at $+40$ and $-40$ nm of defocus, and a triangle of up to 0.04 nm appears in that range without any trefoil. Neither case covers mask phases of opposite sign on opposite orders: their common part $\bar\phi$ adds directly to the trefoil phase and can strengthen, weaken or imitate it. A resist blur of 4 nm standard deviation lowers the amplitude by 28 %, to 0.406 nm, and makes it depend on focus: 0.389 nm at 40 nm and 0.323 nm at 80 nm of defocus. The reduction grows quickly with the blur, to 0.260 nm at 6 nm; with 8 nm of blur the triangle is 0.125 nm in focus and reversed, $-0.164$ nm, at 80 nm of defocus. A source may also be wider or off-axis; where it pushes first orders out of the pupil or brings others in, the seven-beam result no longer applies, and its error there has not been computed.

Photon statistics limit how well the triangle can be seen in one hole. With an open-area dose of 60 mJ/cm² and 20 % absorption, 8.2 photons are absorbed per nm² of open area. Simulated exposures with the same blur scatter $A_3$ by 0.092 nm from hole to hole, against a mean signal near 0.41 nm. For 0.05 nm of trefoil the blurred signal would be about 0.07 nm, below that scatter, and many holes would have to be averaged. Chemical noise in the resist and irregular mask holes, both left out, add to the scatter. The main values are collected in the numerical output below; the others follow from them by the formulas given.

## Table of computed values

```
wavelength: 13.5 nm
numerical aperture: 0.33
hole spacing: 60.0 nm
mask hole radius (wafer scale): 16.0 nm
target printed radius: 15.0 nm
trefoil rms coefficient: 0.30 nm
first-order wavevector k: 0.12092 1/nm
first-order pupil radius: 0.7873
next-order pupil radius: 1.3636
zero-order amplitude a0: 0.2580
first-order amplitude a1: 0.1547
trefoil phase phi: 0.1927 rad
invariant phase sum 3 phi: 0.5782 rad
peak intensity without trefoil: 1.4068
trefoil misfit after best shift, rms/peak: 1.877 %
coma shift, same rms coefficient: 0.3613 nm
coma misfit after best shift, rms/peak: 4e-09 %
trefoil that a shift would remove: 3.260 nm rms
misfit at 3 phi = pi, rms/peak: 21.29 %
q at target radius: 1.8138
J0 at target: 0.3320
J1 at target: 0.5817
J3 at target: 0.1008
edge level S_t: 0.9959
intensity threshold: 0.3204
largest S error of two-term series: 0.00404
mean radius with trefoil: 14.9370 nm
mean radius change, direct: -0.0631 nm
mean radius change, formula: -0.0631 nm
edge radius at 0 deg: 15.495 nm
edge radius at 60 deg: 14.392 nm
triangular amplitude A3, direct: 0.5525 nm
triangular amplitude A3, formula: 0.5507 nm
defocus 0 nm: |delta| 0.0000 rad, S_t 0.9959
  mean radius 14.937 nm, A3 0.5525 nm, formula 0.5507 nm
defocus 20 nm: |delta| 0.3196 rad, S_t 1.0193
  mean radius 14.823 nm, A3 0.5420 nm, formula 0.5403 nm
defocus 40 nm: |delta| 0.6393 rad, S_t 1.0916
  mean radius 14.471 nm, A3 0.5105 nm, formula 0.5089 nm
A3 at equal hole size, with neglected effects:
  model: 0.5601 nm
  unpolarised vector light: 0.5346 nm
  source radius 0.2, in focus: 0.5645 nm
  model, 40 nm defocus: 0.5600 nm
  source radius 0.2, 40 nm defocus: 0.5292 nm
  resist blur 4 nm: 0.4058 nm
  mask: 10 % imbalance, 0.2 rad: 0.5550 nm
open-area dose: 60 mJ/cm2
absorbed fraction: 0.2
photon energy: 91.84 eV
absorbed photons, open area: 8.16 per nm2
shot noise of A3, one hole, std: 0.092 nm
```
